# The voltage that cancels the anisotropy barrier of a magnetic disk

## Problem

A memory element stores one bit in a thin circular magnet whose magnetization points up or down along the disk normal. An oxide layer lies on the disk, and a voltage across the oxide changes the magnetic anisotropy at the interface. The data are:

- disk diameter $d=500$ angstrom and oxide thickness $t=15$ angstrom;
- zero-bias energy barrier between up and down $E_b=40\,k_BT$, with room temperature taken as $T=300$ K;
- voltage coefficient $\xi=100$ fJ/(V m).

The coefficient $\xi$ is the anisotropy energy per disk area that is lost per unit electric field in the oxide. The field is $V/t$, and $V>0$ denotes the polarity that weakens the preference for the normal direction.

1. Which voltage cancels the barrier if the magnetization rotates as one rigid vector?
2. What barrier is left at 1 V, and does cancelling the barrier write a chosen bit?
3. Is rigid rotation a safe assumption for this barrier, and what happens to the voltage if it is not?

The response to the field is taken as linear and the field as uniform. There is no applied magnetic field, no spin torque and no preferred direction within the plane. The anisotropy is of second order in the magnetization, and the magnetostatic shape energy is treated as a local anisotropy.

The algebra uses atomic units, in which the elementary charge is $e=1$. Numbers are in eV and angstrom, and a charge in units of $e$ times a voltage in volts is an energy in eV. Since J/V is a coulomb, $\xi$ is a charge per length:

$$
\xi=10^{-13}\ \frac{\mathrm C}{\mathrm m}=6.2415\times10^{-5}\ e/\text{angstrom}.
$$

The thermal energy is $k_BT=0.025852$ eV, so $E_b=40\times0.025852=1.0341$ eV.

## First estimate by scaling

The voltage changes the energy per area by $\xi V/t$. The disk has an area of order $d^2$, so the barrier changes by about $\xi d^2V/t$. Setting this equal to $E_b$ gives the scale

$$
V_s=\frac{E_bt}{\xi d^2}.
$$

With $d^2=2.5\times10^5$ angstrom$^2$,

$$
V_s=\frac{1.0341\times15}{6.2415\times10^{-5}\times2.5\times10^5}\ \mathrm V
=\frac{15.51}{15.60}\ \mathrm V\approx0.99\ \mathrm V .
$$

The estimate shows that about a volt is needed. It leaves open the numerical factor, and it assumes that the whole area contributes to the barrier in the same way.

## Exact solution for rigid rotation

Let $\theta$ be the angle between the magnetization and the disk normal, and $S=\pi d^2/4$ the disk area. The interface favours the normal and costs $\kappa_i\sin^2\theta$ per area. The shape energy favours the plane and costs $\kappa_s\cos^2\theta$ per area. The voltage replaces $\kappa_i$ by $\kappa_i-\xi V/t$. With $\cos^2\theta=1-\sin^2\theta$, the total energy is

$$
E(\theta,V)=S\kappa_s+S\left(\kappa-\frac{\xi V}{t}\right)\sin^2\theta,
\qquad \kappa=\kappa_i-\kappa_s .
$$

The first term does not depend on $\theta$. The net anisotropy at bias $V$ is therefore

$$
\kappa(V)=\kappa-\frac{\xi V}{t}.
$$

The derivatives

$$
\frac{\partial E}{\partial\theta}=S\kappa(V)\sin2\theta,\qquad
\frac{\partial^2E}{\partial\theta^2}=2S\kappa(V)\cos2\theta
$$

show that $\theta=0$, $\pi/2$ and $\pi$ are stationary. For $\kappa(V)>0$ the up and down states are minima and the in-plane state is the maximum between them. The barrier is the difference of the two energies,

$$
E_b(V)=E(\pi/2,V)-E(0,V)=S\kappa-\frac{\xi S}{t}V=E_b-qV,
\qquad q=\frac{\xi S}{t}.
$$

It vanishes at

$$
V_c=\frac{E_b}{q}=\frac{E_bt}{\xi S}=\frac{4E_bt}{\pi\xi d^2}.
$$

At the same voltage the curvature at $\theta=0$ changes sign. Above it, the in-plane directions have the lowest energy.

### Numbers

The area is $S=\pi(250)^2=1.9635\times10^5$ angstrom$^2$. The charge $q$ is

$$
q=\frac{6.2415\times10^{-5}\times1.9635\times10^5}{15}\,e=0.8170\,e .
$$

This is the slope of the barrier against voltage, 0.817 eV per volt; it is not a charge that has crossed the oxide. Then

$$
V_c=\frac{1.0341\ \mathrm{eV}}{0.8170\,e}=1.27\ \mathrm V ,
$$

or 0.0465 hartree/$e$ in atomic units. The oxide field at this voltage is $1.266/15=0.084$ V/angstrom, or 8.4 MV/cm. Thin oxides can break down at fields of this order, so whether a real layer withstands the voltage has to be checked separately.

At 1 V the barrier left is $1.0341-0.8170=0.217$ eV, which is $8.4\,k_BT$. The bit is then far less stable than at zero bias, although the barrier still exists. The barrier has fallen to one $k_BT$ when $V=V_c(1-1/40)=1.23$ V, so thermal motion then carries the magnet across the plane with ease. At a lower voltage it can do so too, after a longer wait.

### What the voltage does not choose

The energy depends on $\sin^2\theta$, which is the same for $\theta$ and $\pi-\theta$. The voltage multiplies this even function and cannot make down lower than up, or the reverse. If the magnet is held above $V_c$ until it has settled in the plane, and the voltage is then removed, the energy offers two equal ways down. After such settling, writing a chosen bit needs a further ingredient that distinguishes the two outcomes. A pulse that ends before the magnet settles is a different case: with an added in-plane magnetic field, a suitably timed pulse can reverse the bit, but the old bit must then be known to obtain a chosen one.

### Which quantity is held fixed

The factor $d^{-2}$ in $V_c$ belongs to a comparison at fixed barrier: a smaller disk needs a larger $\kappa$ to hold the same $E_b$. If disks of different diameter have the same $\kappa$ instead, inserting $E_b=\kappa S$ gives

$$
V_c=\frac{\kappa t}{\xi},
$$

and the diameter drops out. Real disks cut from one film need not follow this. Their shape energy per area $\kappa_s$ decreases as the diameter shrinks, and because $\kappa$ is the small difference $\kappa_i-\kappa_s$, a small change in $\kappa_s$ changes it strongly. For a film 10 angstrom thick with magnetization $M_s=10^6$ A/m, and $\kappa_i$ chosen to give 1.27 V at $d=500$ angstrom, the demagnetizing factors of a uniformly magnetized cylinder give $V_c\approx0.9$ V at $d=1000$ angstrom and about 2.1 V at $d=200$ angstrom. For the disk considered here, rigid rotation requires $\kappa=E_b/S=5.267\times10^{-6}$ eV/angstrom$^2$.

## When the magnet does not rotate rigidly

Let the unit vector $\mathbf m$ of the magnetization vary over the disk but not through its thickness $h$. With exchange stiffness $a$, defined by the energy density $a|\nabla\mathbf m|^2$, the energy above the up state is

$$
E[\mathbf m]=\int\left[ah|\nabla\mathbf m|^2+\kappa(1-m_z^2)\right]d^2r .
$$

The barrier is the smallest possible value of the highest energy met on a path from up to down. Rigid rotation is one such path, with highest energy $\kappa S$. Therefore

$$
E_b\le\kappa S,\qquad \kappa\ge\frac{E_b}{S}.
$$

The cancelling voltage is still $\kappa t/\xi$. While $\kappa(V)>0$, a small tilt of the up state costs energy, so that state is stable. At $\kappa(V)=0$, rigid rotation costs nothing. For a given barrier, the rigid result is thus a lower bound on the voltage in this model:

$$
V_c=\frac{\kappa t}{\xi}\ge\frac{E_bt}{\xi S}.
$$

### The condition for rigid rotation

Every continuous path from up to down passes through a configuration in which the disk average of $m_z$ is zero. Such an $m_z$ can be expanded in the free-edge modes of the disk without the constant mode. These modes obey $-\nabla^2f=k^2f$ with zero normal derivative at the edge $R=d/2$. They are $J_n(kr)$ times $\cos n\alpha$ or $\sin n\alpha$, with $J_n'(kR)=0$. The smallest nonzero $k$ belongs to $n=1$ and equals $j/R$, where $j=1.8412$ is the first positive zero of $J_1'$. Hence

$$
\int|\nabla m_z|^2d^2r\ge\frac{j^2}{R^2}\int m_z^2\,d^2r .
$$

Since $|\nabla\mathbf m|^2\ge|\nabla m_z|^2$, the energy of this configuration satisfies

$$
E\ge\kappa S+\left(\frac{ahj^2}{R^2}-\kappa\right)\int m_z^2\,d^2r .
$$

If the bracket is not negative, every path reaches at least $\kappa S$. Rigid rotation attains this value, so $E_b=\kappa S$. The condition is

$$
\kappa R^2\le j^2ah,\qquad\text{or}\qquad
d\le d_c=2j\sqrt{\frac{ah}{\kappa}} .
$$

It can also be written for the barrier. Multiplying by $\pi$ and using $\kappa S=\pi\kappa R^2$ gives $\kappa S\le\pi j^2ah$. Because $\kappa S\ge E_b$, a barrier larger than $\pi j^2ah$ violates the condition whatever the diameter. Making the disk smaller at fixed barrier does not help, because $\kappa$ must then rise as $1/d^2$ and $d_c$ shrinks in proportion to $d$.

Take the round model values $a=0.006$ eV/angstrom and $h=10$ angstrom, so $ah=0.06$ eV. The largest barrier compatible with the condition is

$$
\pi(1.8412)^2\times0.06\ \mathrm{eV}=0.639\ \mathrm{eV}\approx25\,k_BT .
$$

The required $40\,k_BT$ lies above it. Equivalently, the rigid value of $\kappa$ gives $d_c=393$ angstrom, less than the diameter of 500 angstrom. With these parameters the argument no longer guarantees rigid rotation, and a path with a lower top has to be looked for.

### A lower path

Let the magnetization stay in one plane containing the normal, and let $\varphi$ be its tilt out of the disk plane. Then $m_z=\sin\varphi$ and $|\nabla\mathbf m|^2=|\nabla\varphi|^2$, so

$$
E[\varphi]=\int\left[ah|\nabla\varphi|^2+\kappa\cos^2\varphi\right]d^2r .
$$

Choose a field $\varphi$ that is odd across a diameter: one half of the disk tilts up and the other half down. Call its energy $E_w$. Now add the same angle $\sigma$ everywhere. The gradient is unchanged. With angle brackets for the disk average,

$$
\langle\cos^2(\varphi+\sigma)\rangle
=\frac12+\frac12\left[\langle\cos2\varphi\rangle\cos2\sigma
-\langle\sin2\varphi\rangle\sin2\sigma\right].
$$

The average of the odd function $\sin2\varphi$ is zero. Using $\cos2\sigma=1-2\sin^2\sigma$,

$$
E(\sigma)=E_w-\kappa S\langle\cos2\varphi\rangle\sin^2\sigma .
$$

If $\langle\cos2\varphi\rangle>0$, the energy falls as $\sigma$ goes from zero to $\pi/2$ or to $-\pi/2$. At either end, replace $\varphi$ by $p\varphi$ and reduce $p$ from one to zero. The energy is then

$$
p^2\int ah|\nabla\varphi|^2d^2r+\kappa S\langle\sin^2(p\varphi)\rangle .
$$

For $|\varphi|<\pi/2$ both terms decrease with $p$, and the path ends in the uniform up or down state. The two halves together connect up to down with highest energy $E_w$, so $E_b\le E_w$.

To make $E_w$ small, $\varphi$ was written as a polynomial of degree up to seven, odd across one diameter and even across the perpendicular one. Its coefficients were found by quasi-Newton minimization, with the disk averages evaluated by quadrature. At the rigid value of $\kappa$ this gives $E_w=0.928\,\kappa S$. The barrier is then at most $0.928\times40=37.1\,k_BT$, short of the stated $40\,k_BT$. A larger $\kappa$ is needed.

Solving $E_w(\kappa)=E_b$ numerically gives

$$
\kappa_w=5.846\times10^{-6}\ \mathrm{eV/angstrom^2},\qquad
\frac{E_w}{\kappa_wS}=0.901 .
$$

For this field $\langle\cos2\varphi\rangle=0.254$, and the largest $|\varphi|$ at the quadrature points is 1.09 rad, below $\pi/2$. The conditions for the path are met. For any smaller $\kappa$, the same path would have a top below $40\,k_BT$, in conflict with the given barrier. Hence $\kappa\ge\kappa_w$, and

$$
V_c\ge\frac{\kappa_wt}{\xi}
=\frac{5.846\times10^{-6}\times15}{6.2415\times10^{-5}}\ \mathrm V
\approx1.40\ \mathrm V .
$$

This bound is 11% above the rigid value, and it needs an oxide field of 9.4 MV/cm, so the question of breakdown becomes more pressing. The increase exceeds the 8% suggested by $1/0.928$, because raising $\kappa$ also lowers the ratio $E_w/(\kappa S)$, from 0.928 to 0.901.

### The barrier at 1 V again

The voltage lowers $\kappa(V)$ and so brings the magnet back towards rigid rotation. For $\kappa=\kappa_w$, the condition $\kappa(V)S\le0.639$ eV is reached at

$$
V=1.405\ \mathrm V-\frac{0.639\ \mathrm{eV}}{0.817\,e}=0.62\ \mathrm V .
$$

Above this voltage the barrier is again $\kappa(V)S$. At 1 V it is

$$
0.817\,e\times(1.405-1)\ \mathrm V=0.33\ \mathrm{eV}\approx13\,k_BT .
$$

A larger $\kappa$ cannot lower the barrier, since it does not reduce the energy of any configuration. Thus 0.33 eV is a lower bound for the model magnet, compared with 0.217 eV for the rigid one. The same zero-bias barrier can therefore leave different barriers under voltage.

## Comparison

All three voltages fit one expression. Define $\rho=E_b/(\kappa S)$, the zero-bias barrier relative to that of rigid rotation at the same anisotropy. Since $\kappa=E_b/(\rho S)$ and $S=\pi d^2/4$,

$$
V_c=\frac{\kappa t}{\xi}=\frac{4}{\pi\rho}\,V_s .
$$

The scaling estimate, 0.99 V, sets the factor $4/(\pi\rho)$ to one. Rigid rotation has $\rho=1$ and a factor $4/\pi=1.27$, which gives 1.27 V. That the factor and the voltage have nearly the same digits is an accident of the data, for which $V_s$ is close to 1 V. The difference between the estimate and the rigid result is just the ratio of a square of side $d$ to a disk of diameter $d$.

The factor $\rho$ is beyond the reach of the first estimate, because it depends on the exchange energy $ah$, which that estimate does not contain. With $ah=0.06$ eV, $\rho$ is at most 0.901 and the voltage at least 1.40 V. Rigid rotation is restored for the stated barrier if

$$
ah\ge\frac{E_b}{\pi j^2}=\frac{1.0341\ \mathrm{eV}}{10.65}=0.097\ \mathrm{eV},
$$

with $\kappa=E_b/S$. At the chosen stiffness this means a magnet at least 16.2 angstrom thick, provided that $\kappa$ and $\xi$ are kept at the stated values. In a real film this is hard to arrange: $\kappa_s$ grows roughly in proportion to $h$, and for $M_s=10^6$ A/m the increase from 10 to 16.2 angstrom is several times $\kappa$, so with the same interface the magnet would lie in the plane.

The answer to the first question is therefore 1.27 V, on the condition of rigid rotation. If only the barrier is known, 1.27 V is the least voltage that can cancel it in the local model. Stray fields that couple distant parts of the disk, a nonlinear voltage response or anisotropy of higher order would change the energy itself, and the bounds derived here would then have to be worked out anew. For this disk the stray-field term is not small. With $h=10$ angstrom the demagnetizing factors are $N_z=0.939$ and $N_x=0.031$, and for $M_s=10^6$ A/m the finite-size part of the shape energy per area, $(\mu_0M_s^2h/2)(1-N_z+N_x)\approx3.6\times10^{-6}$ eV/angstrom$^2$, is about two thirds of $\kappa$. It favours a state with one half tilted up and the other down, and an estimate to second order in the tilt lowers the largest rigid barrier from $25\,k_BT$ to roughly 10 to $17\,k_BT$. The numbers for nonrigid reversal therefore describe the local model, not a real disk of this size.

Numbers in the example were calculated in double precision.
